\section*{Nonsymmorphic symmetry need not stick bands: the P2₁/c point (1/2, 0, 0)}

\section{Two boundary points of one crystal}

An electron moves in a model crystal of space group $P2_1/c$. At the boundary point $(\tfrac12,0,0)$ its two lowest levels are $0.0025$ and $0.0806$ hartree. They are $0.0780$ hartree apart, or $2.12$ eV. At $(0,\tfrac12,0)$, another boundary point of the same crystal, the two lowest levels coincide at $-0.0085$ hartree. Why does the symmetry join levels at one point and leave them apart at the other?

The difference contradicts a plausible belief: a nonsymmorphic space group makes bands stick together at every point of the zone boundary. Here ``stick'' means a degeneracy forced by symmetry, not one produced by a special choice of potential. The group $P2_1/c$ is nonsymmorphic, and its bands do stick at many boundary points, but $(\tfrac12,0,0)$ is not one of them.

\section{Why the belief is tempting}

Let the lattice vectors be $\mathbf a,\mathbf b,\mathbf c$, with $\mathbf b$ perpendicular to the other two. Positions are given by components along these vectors, and $\mathbf k=(k_1,k_2,k_3)$ by components along the reciprocal vectors, so that a plane wave is $e^{2\pi i\mathbf k\cdot\mathbf r}$. A space-group operation acts as
\begin{equation}
\{R|\mathbf t\}\mathbf r=R\mathbf r+\mathbf t,\qquad
(\{R|\mathbf t\}\psi)(\mathbf r)=\psi(\{R|\mathbf t\}^{-1}\mathbf r).
\end{equation}
Applying two operations in turn gives the product rule
\begin{equation}
\{R|\mathbf t\}\{R'|\mathbf t'\}=\{RR'|R\mathbf t'+\mathbf t\}.
\label{product}
\end{equation}
A lattice translation by integers $\mathbf n$ replaces $\mathbf r$ by $\mathbf r-\mathbf n$ in the wave function. On a Bloch state it is therefore the number $e^{-2\pi i\mathbf k\cdot\mathbf n}$.

Besides translations, $P2_1/c$ is generated by the inversion and a screw rotation,
\begin{equation}
I=\{-1|\mathbf 0\},\quad S=\{C_2|\mathbf t\},\quad
C_2=\mathrm{diag}(-1,1,-1),\quad \mathbf t=(0,\tfrac12,\tfrac12).
\end{equation}
Their product $M=SI$ is a glide reflection. Moving the origin by $\mathbf u$ changes $\mathbf t$ by $\pm(C_2-1)\mathbf u=\mp(2u_1,0,2u_3)$. The half translation along $\mathbf b$ survives every such move, which is why the group is nonsymmorphic.

Now follow the bands along $(0,k_2,0)$. The screw keeps this line fixed, and its square is the translation by $\mathbf b$, so its eigenvalues obey
\begin{equation}
s^2=e^{-2\pi ik_2},\qquad s=\pm e^{-i\pi k_2}.
\end{equation}
When $k_2$ grows by one, the plus branch becomes the minus branch, although $\mathbf k$ has returned to an equivalent point. The two kinds of band are parts of one connected structure. At $k_2=\tfrac12$ their labels are $-i$ and $+i$. Complex conjugation exchanges these labels, so for a real Hamiltonian the levels meet there. This argument is sound, and it explains the doublet at $(0,\tfrac12,0)$.

The error is to carry it over to every direction. Along $(k_1,0,0)$ the operation that keeps $\mathbf k$ fixed is the glide. Its square is the translation by $\mathbf c$, as shown below, so its eigenvalues obey $\mu^2=e^{-2\pi ik_3}=1$. They stay at $\pm1$ for all $k_1$. Nothing is exchanged when the zone is crossed, and no meeting is required at $k_1=\tfrac12$.

\section{The algebra at the eight invariant momenta}

To settle the matter for all bands, consider the momenta
\begin{equation}
\mathbf k=\tfrac12(n_1,n_2,n_3),\qquad n_i=0\text{ or }1.
\end{equation}
An operation with rotation part $R$ carries $\mathbf k$ to $R\mathbf k$. Here every $R$ is diagonal with entries $\pm1$, so $R\mathbf k-\mathbf k$ has integer components. All operations therefore keep each of these momenta, up to a reciprocal lattice vector. The seven nonzero ones are equally far from the origin and from another reciprocal lattice point, so none lies inside the first zone.

The product rule (\ref{product}) gives the square of the screw:
\begin{equation}
S^2=\{C_2^2|C_2\mathbf t+\mathbf t\}
=\{1|(0,\tfrac12,-\tfrac12)+(0,\tfrac12,\tfrac12)\}
=\{1|0,1,0\}.
\end{equation}
On states at $\mathbf k$ this translation is a number,
\begin{equation}
S^2=e^{-2\pi ik_2}=(-1)^{n_2}.
\label{square}
\end{equation}
The order of inversion and screw matters, because inversion reverses $\mathbf t$:
\begin{align}
IS&=\{-C_2|-\mathbf t\},\qquad SI=\{-C_2|\mathbf t\},\\
IS&=\{1|-2\mathbf t\}\,SI=\{1|0,-1,-1\}\,SI.
\label{order}
\end{align}
With the translation replaced by its phase,
\begin{equation}
IS=\eta\,SI,\qquad
\eta=e^{2\pi i(k_2+k_3)}=(-1)^{n_2+n_3}.
\label{eta}
\end{equation}
Also $I^2=1$. For the glide, $ISI=\eta SI^2=\eta S$, hence
\begin{equation}
M^2=S(ISI)=\eta S^2=(-1)^{n_3}.
\end{equation}
This is the phase of a translation by $\mathbf c$, as used above.

The integer $n_1$ appears in none of these relations. The fractional translation has no component along $\mathbf a$, so a change of sign along $\mathbf a$ leaves the algebra as it was.

\subsection{When inversion and screw anticommute}

Suppose $n_2+n_3$ is odd, so that $\eta=-1$. Inversion commutes with the Hamiltonian, so an energy eigenstate can be chosen with parity $p=\pm1$. Then
\begin{equation}
I(S\psi)=-S(I\psi)=-p\,(S\psi).
\end{equation}
The state $S\psi$ has the same energy and the opposite parity. It is not zero, since $S$ is unitary, and it is orthogonal to $\psi$. Every level is at least double.

Because $S^2$ is a number, $\psi$ and $S\psi$ already form a closed set. Call the even member of the pair $\psi$. In the basis $(\psi,S\psi)$,
\begin{equation}
I=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad
S=\begin{pmatrix}0&(-1)^{n_2}\\1&0\end{pmatrix}.
\end{equation}
An even member exists in every pair, so this is the single irreducible representation (irrep) at such a momentum. It is two-dimensional.

\subsection{When they commute}

If $n_2+n_3$ is even, $I$ and $S$ commute and have common eigenstates. Each such state is carried into a multiple of itself by the whole group. The irreps are one-dimensional, and there are four of them:
\begin{equation}
I=\pm1,\qquad
S=\begin{cases}\pm1,&n_2=n_3=0,\\ \pm i,&n_2=n_3=1.\end{cases}
\label{labels}
\end{equation}
The signs of $I$ and $S$ are independent. At $(\tfrac12,0,0)$ the labels are the same as at the zone centre. The difference is that a translation by $\mathbf a$ now gives $-1$.

\section{What time reversal adds}

One-dimensional irreps do not yet guarantee single levels. For a spinless electron with a real Hamiltonian, time reversal $T$ is complex conjugation. It satisfies $T^2=1$, commutes with every $\{R|\mathbf t\}$, and carries $\mathbf k$ to $-\mathbf k$, which is equivalent to $\mathbf k$ at the eight momenta.

At $n_2=n_3=1$, take a state with $S\psi=i\psi$. Since $T$ conjugates numbers,
\begin{equation}
S(T\psi)=T(S\psi)=T(i\psi)=-i\,(T\psi).
\end{equation}
The states $\psi$ and $T\psi$ have different screw labels, so they are orthogonal, and they have the same energy. Parity is a real label and does not change. The two one-dimensional irreps $S=\pm i$ of equal parity are thus joined in a doublet.

At $n_2=n_3=0$ all labels are real. Then $\psi+T\psi$, or $i(\psi-T\psi)$ if the first vanishes, is a real function with the same labels as $\psi$. It is closed under the space group and under $T$. No partner is required.

The two-dimensional irreps are not doubled again. The same construction gives a real even function $\phi$. Then $S\phi$ is real too, and the pair $(\phi,S\phi)$ is closed under $I$, $S$ and $T$.

The result for all eight momenta is as follows. The column $d$ gives the irrep dimension, with the number of irreps in brackets. The column $d_T$ gives the degeneracy required when $T$ is included.

\begin{center}
\begin{tabular}{cccccc}
\hline
$\mathbf k$ & $S^2$ & $\eta$ & $d$ & $d_T$ & parities\\
\hline
$(0,0,0)$ & $+$ & $+$ & 1 (4) & 1 & single\\
$(\frac12,0,0)$ & $+$ & $+$ & 1 (4) & 1 & single\\
$(0,0,\frac12)$ & $+$ & $-$ & 2 (1) & 2 & opposite\\
$(\frac12,0,\frac12)$ & $+$ & $-$ & 2 (1) & 2 & opposite\\
$(0,\frac12,0)$ & $-$ & $-$ & 2 (1) & 2 & opposite\\
$(\frac12,\frac12,0)$ & $-$ & $-$ & 2 (1) & 2 & opposite\\
$(0,\frac12,\frac12)$ & $-$ & $+$ & 1 (4) & 2 & equal\\
$(\frac12,\frac12,\frac12)$ & $-$ & $+$ & 1 (4) & 2 & equal\\
\hline
\end{tabular}
\end{center}

Of the seven nonzero momenta, six have forced doublets when $T$ holds. Four owe them to the space group alone and two need time reversal. The remaining one is $(\tfrac12,0,0)$. The belief thus survives a check at most of these points, and a list of irrep dimensions without $T$ would err the other way, by suggesting single levels at three of the seven.

The program obtains both degeneracy columns without these signs, from random Hamiltonians invariant under the group with lattice translations taken modulo two.

\section{The splitting as a number}

The model crystal has $a=6$, $b=7$, $c=8$ bohr and an angle $\beta=105^\circ$ between $\mathbf a$ and $\mathbf c$. These are round model parameters. Gaussian wells $-V_0e^{-\rho^2/2w^2}$, with $\rho$ the distance from the centre, of depth $V_0=0.5$ hartree and width $w=1$ bohr sit at $(0.13,0.08,0.21)$ and its three images in the cell. There is one electron, without spin. The Hamiltonian $p^2/2+V$ is diagonalized in plane waves up to a kinetic energy of 6 hartree. Raising this limit to 9 hartree changes the lowest four levels at $(\tfrac12,0,0)$ by at most about $5\times10^{-6}$ hartree.

\subsection{Which Fourier coefficients may exist}

Write $V(\mathbf r)=\sum_{\mathbf h}V_{\mathbf h}e^{2\pi i\mathbf h\cdot\mathbf r}$ with integer $\mathbf h$. Invariance under $\{R|\mathbf t\}$ means $V(R\mathbf r+\mathbf t)=V(\mathbf r)$. Since $R$ is diagonal, $\mathbf h\cdot R\mathbf r=(R\mathbf h)\cdot\mathbf r$, and therefore
\begin{equation}
\sum_{\mathbf h}V_{\mathbf h}e^{2\pi i\mathbf h\cdot\mathbf t}
e^{2\pi i(R\mathbf h)\cdot\mathbf r}=V(\mathbf r)
\quad\Rightarrow\quad
V_{R\mathbf h}=e^{2\pi i\mathbf h\cdot\mathbf t}V_{\mathbf h}.
\end{equation}
If $R\mathbf h=\mathbf h$, the coefficient must vanish unless $\mathbf h\cdot\mathbf t=(h_2+h_3)/2$ is an integer. The screw fixes $(0,1,0)$, so $V_{010}=0$. The glide, with $R=\mathrm{diag}(1,-1,1)$, fixes $(0,0,1)$, so $V_{001}=0$. It also fixes $(1,0,0)$, but there $\mathbf h\cdot\mathbf t=0$ and $V_{100}$ is allowed.

For the wells, the Fourier integral of a Gaussian gives
\begin{equation}
V_{\mathbf h}=-\frac{V_0(2\pi)^{3/2}w^3}{\Omega}\,
e^{-G^2w^2/2}\sum_{j=1}^4e^{-2\pi i\mathbf h\cdot\mathbf r_j},
\end{equation}
where $\Omega=324.55$ bohr$^3$ is the cell volume and $G$ is the length of the reciprocal vector. For $\mathbf h=(1,0,0)$, $G=2\pi/(a\sin\beta)=1.084$ bohr$^{-1}$. The four wells have first coordinates $\pm0.13$, each sign twice, so the sum is $4\cos(2\pi\times0.13)=2.738$. Hence
\begin{equation}
V_{100}=-0.02426\times0.5556\times2.738=-0.0369\ \text{hartree}.
\end{equation}

\subsection{Two waves at the boundary}

At $(\tfrac12,0,0)$ the two plane waves of lowest kinetic energy are $e^{i\pi x}$ and $e^{-i\pi x}$, where $x$ is the coordinate along $\mathbf a$. They have the same diagonal energy $\varepsilon$ and differ by $\mathbf h=(1,0,0)$. Inversion makes $V_{100}=V_{\bar100}$ real. If all other waves are left out,
\begin{equation}
H=\begin{pmatrix}\varepsilon&V_{100}\\V_{100}&\varepsilon\end{pmatrix},
\qquad E_\pm=\varepsilon\pm V_{100}.
\end{equation}
The combinations are $\cos\pi x$ with energy $\varepsilon+V_{100}$ and $\sin\pi x$ with energy $\varepsilon-V_{100}$. Since $V_{100}<0$, the cosine is lower. The estimated splitting is
\begin{equation}
2|V_{100}|=0.0738\ \text{hartree}.
\end{equation}
The full calculation gives $0.0780$ hartree. The estimate is low by about 5\% of that value, because it omits the coupling to other plane waves.

Both $I$ and $S$ reverse $x$, and $\mathbf t$ has no component along $\mathbf a$ to add a phase. The cosine therefore has $(I,S)=(+1,+1)$ and the sine $(-1,-1)$. These are the labels computed for the two lowest levels. The next two levels, at $0.2360$ and $0.2467$ hartree, have labels $(-1,+1)$ and $(+1,-1)$. All four irreps of (\ref{labels}) appear, each at its own energy.

At $(0,\tfrac12,0)$ the corresponding pair of waves differs by $(0,1,0)$, and $V_{010}=0$. The direct coupling is absent. That alone would not exclude a splitting through intermediate waves. It is excluded by $IS=-SI$, which holds for any strength of the potential.

\section{The rest of the boundary}

The eight momenta are special points, whereas the belief concerns the whole boundary. Consider the antiunitary operation $\Theta=ST$. It carries $\mathbf k$ to $-C_2\mathbf k=(k_1,-k_2,k_3)$, which is equivalent to $\mathbf k$ on the entire plane $k_2=\tfrac12$. There
\begin{equation}
\Theta^2=S^2T^2=e^{-2\pi ik_2}=-1.
\end{equation}
An antiunitary operation satisfies $\langle\Theta\alpha|\Theta\beta\rangle=\langle\beta|\alpha\rangle$. Put $\alpha=\psi$ and $\beta=\Theta\psi$:
\begin{equation}
\langle\Theta\psi|\Theta^2\psi\rangle=\langle\Theta\psi|\psi\rangle
\quad\Rightarrow\quad
-\langle\Theta\psi|\psi\rangle=\langle\Theta\psi|\psi\rangle=0.
\end{equation}
So $\psi$ and $\Theta\psi$ are distinct states of equal energy, and every level on this plane is at least double. On this part of the boundary the belief is correct, given time reversal.

The plane $k_2=\tfrac12$ is a face of the first zone, because the second reciprocal vector is perpendicular to the other two. The planes $k_1=\tfrac12$ and $k_3=\tfrac12$ bound the parallelepiped cell $|k_i|\le\tfrac12$, but in the model cell they are not faces of the first zone: at $\beta=105^\circ$ the first and third reciprocal vectors are not perpendicular, and the side faces of the zone are tilted against these planes. The argument is the same for both. The operations $M$ and $ST$ keep $\mathbf k$ only if $2k_2$ is an integer, $S$ and $MT$ only if $2k_1$ and $2k_3$ are integers, and $I$ and $T$ only if all three are. At a general point of the plane $k_1=\tfrac12$ or $k_3=\tfrac12$, or of a side face of the first zone, the one nontrivial operation that keeps $\mathbf k$ is therefore $IT$. Its square is $+1$, so a state invariant under it can be formed by the same addition as before, and no partner is forced. In the model the two lowest levels are split by $0.094$ hartree at $(0.5,0.23,0.29)$ and by $0.037$ hartree at $(0.17,0.23,0.5)$.

Even the line $(k_1,0,\tfrac12)$, which joins two momenta with forced doublets, is not stuck between them. The glide keeps this line and has $M^2=-1$, so $M=\mu=\pm i$. Multiplying (\ref{order}) by $I$ from the right gives $IM=-MI$ here, since the phase is $e^{2\pi i(k_2+k_3)}=-1$. Then
\begin{equation}
M(IT\psi)=-IMT\psi=-IT(\mu\psi)=-\mu^*(IT\psi)=\mu\,(IT\psi).
\end{equation}
The operation $IT$ leads back to the same glide label and asks for no partner. The remaining operation is $ST=M(IT)$, which adds nothing new. At $(0.17,0,0.5)$ the computed splitting is $0.037$ hartree.

Two lines outside the plane $k_2=\tfrac12$ do stick. The operation $MT$ carries $\mathbf k$ to $(-k_1,k_2,-k_3)$, so it keeps the lines $(0,k_2,\tfrac12)$ and $(\tfrac12,k_2,\tfrac12)$. There $(MT)^2=M^2T^2=e^{-2\pi ik_3}=-1$, and the argument used for $\Theta$ makes every level at least double along both lines.

The splitting of $2.12$ eV at $(\tfrac12,0,0)$ is consequently not a band gap of the crystal. The two lowest bands, counted in order of energy, meet on the plane $k_2=\tfrac12$. Single levels at one boundary point do not separate a band from its partner throughout the zone.

\section{A test that separates the two causes}

The table attributes the doublets at $(0,\tfrac12,\tfrac12)$ and $(\tfrac12,\tfrac12,\tfrac12)$ to time reversal and the other four to the space group. The two causes can be separated by breaking $T$ while keeping $P2_1/c$. Add a periodic vector potential with $\mathbf A(\{R|\mathbf t\}\mathbf r)=R\mathbf A(\mathbf r)$:
\begin{equation}
H=\tfrac12p^2+\tfrac12(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)+V,
\end{equation}
with the term $A^2/2$ counted as part of $V$. Complex conjugation reverses $\mathbf p$, so the middle term changes sign under $T$. Under the space group $\mathbf p$ and $\mathbf A$ turn together, and the term is unchanged. Since $\mathbf A$ is periodic, the lattice translations remain symmetries.

Symmetry fixes which doublets must survive. It allows the others to split but does not force them to, and the size of a splitting depends on the choice of $\mathbf A$. If $\mathbf A=\nabla\chi$ with periodic $\chi$, the substitution $\psi=e^{-i\chi}\phi$ turns $H$ into the real Hamiltonian $\tfrac12p^2+V-\tfrac12A^2$ and all doublets remain, so $\mathbf A$ must carry a magnetic field. For the $\mathbf A$ used in the program, three Fourier components of amplitude $0.05$ atomic units summed over the four operations, the lowest doublet splits by $0.023$ hartree at $(0,\tfrac12,\tfrac12)$ and by $0.044$ hartree at $(\tfrac12,\tfrac12,\tfrac12)$. At the four momenta with $\eta=-1$ the lowest pair stays degenerate. The program asserts this pattern for the lowest eight levels, and also that a general point of the plane $k_2=\tfrac12$ loses its doublets.

\section{Where the result applies}

The table holds for any one-electron Hamiltonian without spin that has the full symmetry of $P2_1/c$, with the column $d_T$ requiring a real Hamiltonian as well. It states what symmetry forces. A particular potential may still produce an accidental crossing at $(\tfrac12,0,0)$, and a small change of that potential that respects the symmetry can remove it.

If spin is included without spin--orbit coupling, each degeneracy is multiplied by two. With spin--orbit coupling the table no longer applies. Time reversal then has $T^2=-1$, while inversion does not act on spin, so $(IT)^2=-1$ at every $\mathbf k$. By the argument used for $\Theta$, every band is at least double throughout the zone, for a reason unrelated to fractional translations.

The coordinates of the exceptional point also depend on the choice of cell. In general (\ref{order}) gives $\eta=(-1)^{\mathbf n\cdot2\mathbf t}$. In the setting called $P2_1/n$, the same type of group is described with $\mathbf t=(\tfrac12,\tfrac12,\tfrac12)$. The screw still has $S^2=(-1)^{n_2}$, but $\eta=(-1)^{n_1+n_2+n_3}$. Single levels need both signs to be positive, so the nonzero momentum that allows them is now called $(\tfrac12,0,\tfrac12)$.

A fractional translation acts on Bloch states through the phases of the lattice translations it generates. In the original setting these are translations along $\mathbf b$ and $\mathbf c$. At $(\tfrac12,0,0)$ both have phase $+1$, and the levels are free to separate.

\section*{Computed results}
\begin{verbatim}
Cell a, b, c = 6.0, 7.0, 8.0 bohr; beta = 105.0 deg
Cell volume = 324.551 bohr^3
Well depth = 0.5 hartree, width = 1.0 bohr
Seed site (fractional) = [0.13, 0.08, 0.21]
Plane-wave cutoff = 6.0 hartree; waves at (1/2,0,0): 228
Symmetry: k, S^2, eta, irrep dim, number of irreps, deg. with T
(0,0,0)        +1 +1 1 4 1
(0,0,1/2)      +1 -1 2 1 2
(0,1/2,0)      -1 -1 2 1 2
(0,1/2,1/2)    -1 +1 1 4 2
(1/2,0,0)      +1 +1 1 4 1
(1/2,0,1/2)    +1 -1 2 1 2
(1/2,1/2,0)    -1 -1 2 1 2
(1/2,1/2,1/2)  -1 +1 1 4 2
Lowest four levels with T (hartree)
(0,0,0)        -0.108020  0.194870  0.233103  0.292385
(0,0,1/2)      -0.026351 -0.026351  0.341446  0.341446
(0,1/2,0)      -0.008454 -0.008454  0.291718  0.291718
(0,1/2,1/2)     0.061375  0.061375  0.086400  0.086400
(1/2,0,0)       0.002539  0.080556  0.235990  0.246741
(1/2,0,1/2)     0.053627  0.053627  0.192136  0.192136
(1/2,1/2,0)     0.098738  0.098738  0.182177  0.182177
(1/2,1/2,1/2)   0.127035  0.127035  0.184727  0.184727
Sum of the two parities in the lowest doublet, with T
(0,0,1/2)      +0
(0,1/2,0)      +0
(0,1/2,1/2)    +2
(1/2,0,1/2)    +0
(1/2,1/2,0)    +0
(1/2,1/2,1/2)  +2
Labels (I, S) of the lowest four levels at (1/2,0,0):
[(1, 1), (-1, -1), (-1, 1), (1, -1)]
V(1, 0, 0) = -0.036914 hartree
V(0, 1, 0) = 0.000000 hartree
V(0, 0, 1) = 0.000000 hartree
Lowest splitting at (1/2,0,0) = 0.078017 hartree = 2.1229 eV
Two-wave estimate 2|V100| = 0.073829 hartree
Level change for cutoff 9 hartree = 4.5e-06 hartree
Lowest pair splitting at general points, with T (hartree)
(0.17, 0.5, 0.29) 0.000000
(0.5, 0.23, 0.29) 0.094411
(0.17, 0.23, 0.5) 0.036592
(0.17, 0.0, 0.5) 0.036719
Vector-potential seed amplitude = 0.05 a.u.
Lowest pair splitting with T broken (hartree)
(0,0,0)        0.262517
(0,0,1/2)      0.000000
(0,1/2,0)      0.000000
(0,1/2,1/2)    0.023085
(1/2,0,0)      0.077326
(1/2,0,1/2)    0.000000
(1/2,1/2,0)    0.000000
(1/2,1/2,1/2)  0.044364
\end{verbatim}
